# Breakup Spacing of an Isolated Silicide Wire under Surface Diffusion

## Problem

A long silicide wire of circular cross-section has radius $R=20$ nm. It is annealed below its melting point, and atoms can move along its surface. Small ripples in the radius may then grow until the wire separates into a row of beads. What centre-to-centre spacing of the beads should be expected?

Take the wire to be free-standing, much longer than the spacing sought, and made of a single phase without grain boundaries. Its surface energy per area, $\gamma$, is the same for all orientations. Material moves by surface diffusion alone, so the volume is conserved. The expected spacing is taken to be the wavelength of the ripple that grows fastest while all ripples are still small, with one bead forming from each crest.

## First estimate by scaling

The material enters the shape equation through one coefficient $B$, derived below, with the unit length$^4$/time. No length can be formed from $B$ without a time, so the wavelength selected by the growth rate must be a pure number times $R$.

The size of that number follows from two competing curvatures. A neck has a smaller radius than a bulge and is therefore more strongly curved around the circumference, which drives atoms out of the neck. Along the axis the neck is a valley, and this curvature draws atoms in. For a ripple of amplitude $\varepsilon$ and wavenumber $k=2\pi/\lambda$, the two curvature changes are of size $\varepsilon/R^2$ and $\varepsilon k^2$. They are comparable when $kR\sim1$, which gives

$$
\lambda\sim2\pi R=2\pi(20\ \text{nm})\approx126\ \text{nm}.
$$

The corresponding time scale is $R^4/B$. At the balance itself the two tendencies cancel, so the fastest ripple must be somewhat longer than 126 nm. Scaling does not say by how much.

## Exact solution of the small-ripple problem

### Which ripples lower the surface energy?

Let the radius be $r(z)=a+\varepsilon\cos kz$, with $\varepsilon\ll R$. The average of $\cos^2kz$ is $1/2$, so conservation of volume per length requires

$$
\pi\left(a^2+\frac{\varepsilon^2}{2}\right)=\pi R^2,
\qquad
a\approx R-\frac{\varepsilon^2}{4R}.
$$

The area per length is the average of $2\pi r\sqrt{1+r'^2}$, where $r'=dr/dz$. To second order in $\varepsilon$ this is

$$
2\pi\left(a+\frac R2\langle r'^2\rangle\right)
=2\pi\left(R-\frac{\varepsilon^2}{4R}+\frac{R\varepsilon^2k^2}{4}\right),
$$

because $\langle r'^2\rangle=\varepsilon^2k^2/2$. Dividing the change by the original $2\pi R$ gives

$$
\frac{\Delta A}{A}=\frac{\varepsilon^2}{4}\left(k^2-\frac1{R^2}\right).
$$

The area falls if $k<1/R$, that is, if $\lambda>2\pi R$. The scaling length is thus the stability limit for very small ripples. A deep ripple slightly shorter than $2\pi R$ can still pinch off: in the full shape equation a 120 nm ripple of amplitude $0.1R$ decays, but one of amplitude $0.3R$ closes its neck.

Ripples that also vary around the circumference, as $\varepsilon\cos n\varphi\cos kz$ with $n\ge1$, need a separate look. The mean square of this shape is $\varepsilon^2/4$, so the mean radius falls by $\varepsilon^2/(8R)$. The axial and circumferential slopes add $R\varepsilon^2k^2/8$ and $\varepsilon^2n^2/(8R)$ to the mean radius in the area formula. Together,

$$
\frac{\Delta A}{A}=\frac{\varepsilon^2}{8}\left(k^2+\frac{n^2-1}{R^2}\right)>0
\quad\text{for }k>0.
$$

Surface diffusion lowers the surface energy, so these ripples shrink. Breakup starts from the axisymmetric ones.

### What drives the atoms?

Adding a small volume $dV$ to a surface of total curvature $K$ increases its area by $K\,dV$. If each transported unit has volume $\Omega$, its chemical potential, measured from that below a flat surface, is therefore $\mu=\Omega\gamma K$. For an axisymmetric surface,

$$
K=\frac{1}{r\sqrt{1+r'^2}}-\frac{r''}{(1+r'^2)^{3/2}},
$$

which is positive for a straight cylinder. To first order in $\varepsilon$ the correction to $a$ drops out, and $r=R+\varepsilon\cos kz$. Then $1/r\approx1/R-(\varepsilon/R^2)\cos kz$ and $-r''=\varepsilon k^2\cos kz$, so

$$
K=\frac1R+\varepsilon\left(k^2-\frac1{R^2}\right)\cos kz .
$$

At a neck $\cos kz=-1$. If $k<1/R$, the neck has the larger $K$ and the larger $\mu$, so it loses atoms to the bulges.

### How fast does the ripple grow?

Let $D_s$ be the surface diffusivity, $\nu$ the number of mobile units per area, $k_B$ Boltzmann's constant and $T$ the temperature. The drift velocity is $-(D_s/k_BT)\,\partial\mu/\partial z$, since distance along the surface equals distance along $z$ to first order. The number crossing unit length of circumference per time is

$$
J=-\frac{D_s\nu}{k_BT}\frac{\partial\mu}{\partial z}.
$$

The volume of a thin slice changes by the difference between inflow and outflow:

$$
\frac{\partial(\pi r^2)}{\partial t}
=-\Omega\frac{\partial(2\pi rJ)}{\partial z}.
$$

Because $J$ is already of first order in $\varepsilon$, the factor $r$ on the right may be replaced by $R$. The left side becomes $2\pi R\,\partial r/\partial t$. Cancelling $2\pi R$ and inserting $J$ and $\mu$ gives

$$
\frac{\partial r}{\partial t}=B\frac{\partial^2K}{\partial z^2},
\qquad
B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
$$

Two derivatives of $\cos kz$ supply a factor $-k^2$, which reverses the sign of the bracket in $K$:

$$
\frac{d\varepsilon}{dt}\cos kz
=B\varepsilon k^2\left(\frac1{R^2}-k^2\right)\cos kz .
$$

Hence $\varepsilon$ grows as $e^{\sigma t}$, with

$$
\sigma(k)=Bk^2\left(\frac1{R^2}-k^2\right).
$$

For very long ripples $\sigma\approx Bk^2/R^2$: the energy gain remains, but atoms must travel far and the driving gradient is weak. For very short ripples $\sigma\approx-Bk^4$, and the surface is smoothed.

### Which ripple wins?

Set $u=k^2R^2$. Then $\sigma=(B/R^4)(u-u^2)$. Its derivative with respect to $u$ is proportional to $1-2u$, and its second derivative is negative, so the maximum lies at $u=1/2$:

$$
k_m=\frac1{\sqrt2\,R},\qquad
\lambda_m=\frac{2\pi}{k_m}=2\pi\sqrt2\,R,\qquad
\sigma_m=\frac{B}{4R^4}.
$$

For the given wire,

$$
\lambda_m=8.886\times20\ \text{nm}=177.7\ \text{nm}\approx178\ \text{nm}
=0.178\ \mu\text{m}.
$$

As a check, a ripple of amplitude $10^{-4}R$ was inserted into the full nonlinear shape equation and its growth rate was maximised numerically. The maximum also fell at 177.7 nm.

If each wavelength gathers into one sphere of radius $b$, volume conservation gives $\frac43\pi b^3=\pi R^2\lambda_m$, or

$$
b=\left(\frac34R^2\lambda_m\right)^{1/3}
=\left[\frac34(20)^2(177.7)\right]^{1/3}\text{nm}=37.6\ \text{nm}.
$$

The gap between neighbouring bead surfaces is $177.7-2(37.6)\approx102$ nm. The spheres have 0.797 of the wire's original surface area, so the final state is favourable in energy. The small-ripple theory does not follow the pinch-off itself. Satellite beads or later merging would change the count.

## Comparison of the two answers

Scaling gave 126 nm; the fastest ripple has a wavelength $\sqrt2$ times as large. The factor comes from the compromise between energy gain and transport distance. The scaling time $R^4/B$ is too short by a factor of 4 for growth by a factor $e$.

A round model value $B=1000$ nm$^4$/s, not a property of a named silicide, shows what this means. Scaling gives $20^4/1000=160$ s, while the solution gives $1/\sigma_m=640$ s. While the ripple stays small, growth by a factor of 100 takes $640\ln100\approx2950$ s, about 49 minutes. On a 20 nm wire this requires a starting amplitude of only about 0.02 nm, less than an atomic spacing. A larger starting ripple leaves the small-amplitude regime earlier and pinches off sooner. At the same $B$, doubling the radius doubles the spacing but makes growth 16 times slower.

The maximum is broad. Relative to the peak, the growth rate is 0.837 at 150 nm, 0.956 at 200 nm and 0.579 at 300 nm. At 110 nm it is negative, as expected below the stability limit. Real initial roughness contains many wavelengths, so the beads need not be evenly spaced.

To size this scatter, random axisymmetric roughness with equal average strength at all resolved wavelengths was amplified by the law for $\sigma$ until the fastest ripple had grown 100-fold. The 4160 gaps between crests had a mean of 174.9 nm and a standard deviation of 27.7 nm. Under these conditions 178 nm describes the average well, but a single gap can easily differ from it by some 30 nm. These figures come from one random sample, and the mean moves by about 1 nm between samples. The spread depends on the amplification: it is about 35 nm after 10-fold growth and 24 nm after 1000-fold growth. Roughness weighted towards long wavelengths raises the mean by several nanometres. The count also includes weak crests that a neighbour may absorb after the first necks close, so it describes crests, not finished beads.

## Conditions for using the result

**Surface energy that depends on orientation.** Suppose $\gamma$ varies smoothly with the tilt $\theta$ of the surface towards the axis, as $\gamma(\theta)\approx\gamma+\frac12\gamma''\theta^2$. Since $\theta\approx r'$, the extra energy has the same form as the axial area term. That term, and the driving force obtained from it, are multiplied by $1+s$, where $s=\gamma''/\gamma>-1$. The growth law becomes

$$
\sigma=Bk^2\left[\frac1{R^2}-(1+s)k^2\right],
$$

and the same maximisation gives $\lambda_m=2\pi\sqrt2\,R\sqrt{1+s}$. For the chosen values $s=-0.2$ and $s=+0.2$, the spacing is 159 nm and 195 nm. Strong facets are outside this small-tilt estimate.

**Contact with a substrate.** Consider a half-cylinder on a flat, inert substrate, with a contact angle of $90^\circ$ and freely moving contact lines. Young's equation then makes the covered and bare substrate equally costly, so the base adds no net energy. Reflection in the substrate plane turns the problem into that of a full cylinder. At fixed cross-sectional area the half-cylinder radius $R_h$ obeys $\frac12\pi R_h^2=\pi R^2$, so $R_h=\sqrt2R=28.3$ nm. Its spacing is

$$
2\pi\sqrt2\,R_h=4\pi R=251\ \text{nm}.
$$

This is 41% larger than for the isolated wire. Other contact angles or pinned edges require their own calculation.

**Real silicide lines.** A 20 nm radius is in the range of narrow silicide nanowires and contact lines, and silicides such as NiSi can agglomerate when annealed at several hundred degrees Celsius. Most device silicides, however, touch silicon and contain grains, so the isolated, uniform wire is an idealisation. The half-cylinder shows that substrate contact alone can move the spacing by some 70 nm at $90^\circ$. At equal cross-section, smaller contact angles lengthen it much further, to roughly twice the isolated value at $45^\circ$. Grain-boundary grooves may impose a different spacing, which this model cannot size. A change of silicide phase, or transport through the silicon, also changes the problem. If surface diffusion on an unchanged phase remains dominant, temperature alters $B$ and hence the time, while the ideal spacing stays at $8.89R$. The numerical output lists the values used here.

## Computed values

```
wire radius R: 20.0 nm
spacing divided by radius, formula: 8.8858
stability limit, formula: 125.7 nm
stability limit, from computed area: 125.7 nm
fastest-growing spacing, formula: 177.7 nm
fastest-growing spacing, shape equation: 177.7 nm
fastest wavenumber: 0.03536 1/nm
rate / peak rate at 110 nm: -1.593
rate / peak rate at 150 nm: 0.837
rate / peak rate at 200 nm: 0.956
rate / peak rate at 300 nm: 0.579
rate / peak rate at 500 nm: 0.237
bead radius: 37.6 nm
gap between bead surfaces: 102.4 nm
bead area / original wire area: 0.797
model coefficient B: 1000 nm^4/s
peak growth rate: 1.563e-03 1/s
time for growth by factor e: 640 s
chosen amplification of fastest ripple: 100
time for that amplification: 2947 s
slowdown when radius doubles: 16.00
random roughness, number of gaps: 4160
random roughness, mean crest spacing: 174.9 nm
random roughness, standard deviation: 27.7 nm
spacing for gamma''/gamma = -0.2: 158.9 nm
spacing for gamma''/gamma = +0.2: 194.7 nm
equal-area half-cylinder radius: 28.3 nm
half-cylinder spacing, 90 degree contact: 251.3 nm
```
